# Why tree diagrams add up to the classical field solution

**Question.** Perturbation theory for the S-matrix starts from a quantum object, a sum over all field histories. Why do its diagrams without closed loops add up to the solution of a classical field equation, and what does each loop cost in powers of $\hbar$?

**Answer.**

## Where $\hbar$ enters

Take a real scalar field $\phi$ with a fixed external source $J$. Write $x=(t,\mathbf x)$, $\int_x=\int dt\,d^3x$, and

$$S[\phi]=\int_x\Big[-\tfrac12\phi K\phi-\tfrac{\lambda}{4!}\phi^4\Big],\qquad K=\frac{1}{c^2}\partial_t^2-\nabla^2+\mu^2-i\epsilon .$$

Here $\mu=mc/\hbar$ is an inverse length. The sum over histories is

$$Z[J]=\int D\phi\;\exp\Big\{\frac{i}{\hbar}\Big(S[\phi]+\int_xJ\phi\Big)\Big\}.$$

The small $-i\epsilon$ produces the damping factor $e^{-\epsilon\int\phi^2/2\hbar}$. Spacetime may be pictured as a fine finite lattice, so that these are ordinary integrals. All statements about diagrams concern formal power series in $\lambda$ and $J$.

The counting holds $\lambda$, $\mu$ and $J$ fixed: these are the parameters of the classical equation. Then $\hbar$ appears only as the common divisor of the action. If the mass $m$ were held fixed instead, $\mu$ would carry a hidden $1/\hbar$ and the powers below would change.

## Lines, vertices and sources

For $\lambda=0$, set $\phi=GJ+\chi$ with $G=K^{-1}$. Since $K$ is symmetric, the terms linear in $\chi$ cancel and

$$-\tfrac12\phi K\phi+J\phi\;\to\;-\tfrac12\chi K\chi+\tfrac12JGJ,\qquad \frac{Z_0[J]}{Z_0[0]}=\exp\Big(\frac{i}{2\hbar}JGJ\Big),$$

with integrals understood. Each operation $-i\hbar\,\delta/\delta J(x)$ brings down one factor $\phi(x)$. Two of them, at $J=0$, give

$$\langle\phi(x)\phi(y)\rangle_0=(-i\hbar)^2\,\frac{i}{\hbar}\,G(x,y)=-i\hbar\,G(x,y).$$

More derivatives of the exponential of a quadratic form give the sum over all ways of pairing the fields, which is Wick's theorem. Expanding the interaction and source exponentials then gives three rules:

- a line carries $-i\hbar G$;
- a vertex carries $-i\lambda/\hbar$, with a factor $1/4!$;
- a source carries $iJ/\hbar$.

A term with $V$ vertices and $P$ sources also has the factor $1/(V!\,P!)$ from the exponential series.

## The logarithm and the loop count

Let $C_a$ be the sum of all connected pairings with $v_a$ vertices and $p_a$ sources, including $1/(v_a!\,p_a!)$. A general term contains $n_a$ components of type $a$. Its labelled vertices and sources can be distributed among them in

$$\frac{V!\,P!}{\prod_a (v_a!\,p_a!)^{n_a}\,n_a!}$$

ways. The factor $1/(V!P!)$ cancels the numerator, so $Z[J]/Z_0[0]=\prod_a\sum_{n_a}C_a^{n_a}/n_a!=\exp\sum_aC_a$. Hence

$$W[J]=-i\hbar\ln\frac{Z[J]}{Z_0[0]}$$

contains connected diagrams only.

A connected diagram with $I$ lines has $V+P$ nodes. It takes $V+P-1$ lines to connect them, and each further line closes one independent loop, so $L=I-(V+P)+1$. Collecting the powers of $\hbar$ from the prefactor of $W$, the lines, and the vertices and sources,

$$\hbar\cdot\hbar^{I}\cdot\hbar^{-(V+P)}=\hbar^{L}.$$

For a tree, $I=V+P-1$. The phases combine as

$$(-i)(-i)^{V+P-1}(-i)^V i^P=(-i)^{2V}\,[(-i)\,i]^P=(-1)^V .$$

Both $\hbar$ and the explicit factors of $i$ have disappeared. What remains is built from $G$, $J$ and $-\lambda$, the ingredients of a classical calculation.

## Why the trees solve the classical equation

The derivative of $W$ is the normalized mean field:

$$\bar\phi(x)=\frac{\delta W}{\delta J(x)}=-i\hbar\,\frac{i}{\hbar}\langle\phi(x)\rangle=\langle\phi(x)\rangle .$$

Let $T(x)$ be its tree part. Follow the line that starts at $x$.

If it ends on a source, the contribution is $(-i\hbar G)(iJ/\hbar)=GJ$. Otherwise it ends on a vertex, and line times vertex gives $(-i\hbar G)(-i\lambda/\hbar)=-\lambda G$. The line can use any of the vertex's four legs, so $1/4!$ becomes $4/4!=1/3!$. The other three legs each start a smaller tree. No line joins these three trees, since that would close a loop.

The labels also work out. Choosing the first vertex among $V$ turns $1/V!$ into $1/(V-1)!$, and distributing the remaining labels over three distinct legs gives each smaller tree its own factorials. The three trees therefore multiply independently:

$$T=GJ-\frac{\lambda}{6}\,G\,T^3 .$$

Acting with $K$ gives

$$KT+\frac{\lambda}{6}T^3=J,$$

which is the equation $\delta S/\delta\phi+J=0$. Its iteration is

$$\phi_0=GJ,\qquad \phi_{k+1}=G\Big(J-\frac{\lambda}{6}\phi_k^3\Big).$$

If $\phi_k$ is correct through order $\lambda^k$, the explicit $\lambda$ makes $\phi_{k+1}$ correct through order $\lambda^{k+1}$. The same argument fixes the power series uniquely. It describes the branch $\phi_c$ that vanishes with $J$.

The solution depends on the boundary conditions contained in $G$. In frequency and wave-vector space, $G=1/(k^2+\mu^2-\omega^2/c^2-i\epsilon)$ has an imaginary part $\pi\,\delta(k^2+\mu^2-\omega^2/c^2)$. Thus $\phi_c$ can be complex even for real $J$. It is the solution with Feynman boundary conditions, not the retarded response of a classical field.

## What the loops add

The integral of a total derivative vanishes, so $\langle-K\phi-\lambda\phi^3/6+J\rangle=0$. To evaluate $\langle\phi^3\rangle$, use $\langle\phi F\rangle=(\bar\phi-i\hbar\,\delta/\delta J)\langle F\rangle$. With primes for derivatives with respect to $J$ at the same point,

$$\langle\phi^2\rangle=\bar\phi^2-i\hbar\bar\phi',\qquad
\langle\phi^3\rangle=\bar\phi^3+3(-i\hbar)\bar\phi\bar\phi'+(-i\hbar)^2\bar\phi'' .$$

The mean field therefore obeys

$$K\bar\phi+\frac{\lambda}{6}\Big[\bar\phi^3-3i\hbar\,\bar\phi\bar\phi'-\hbar^2\bar\phi''\Big]=J .$$

Because $W$ has no negative powers of $\hbar$, the derivative terms cannot contribute at order $\hbar^0$. They describe fluctuations: the mean of a cube differs from the cube of the mean.

The tree part of $W$ itself is $W_0=S[\phi_c]+\int J\phi_c$. When $J$ changes, the variation of $\phi_c$ drops out by the classical equation, which leaves $\delta W_0/\delta J=\phi_c$. Both sides vanish at $J=0$.

## From $W$ to the S-matrix

A connected function of $E$ fields is $(-i\hbar)^E(i/\hbar)\,\delta^EW/\delta J^E$, so its $L$-loop part scales as $\hbar^{E-1+L}$. Removing the $E$ external lines divides by $\hbar^E$.

In their place come one-quantum waves. A wave $\phi=u\,e^{i(\mathbf k\cdot\mathbf x-\omega t)}+\text{c.c.}$ in a volume $\Omega$ has mean square $2|u|^2$. Its kinetic and gradient-plus-mass energies are equal on average, so its energy is $2\Omega|u|^2\omega^2/c^2$. Setting this equal to $\hbar\omega$ gives $|u|=\sqrt{\hbar c^2/(2\omega\Omega)}$. At fixed $\omega$ and $\mathbf k$, the external waves supply $\hbar^{E/2}$, and

$$\text{amplitude}\;\propto\;\hbar^{E/2+L-1}.$$

For four-particle scattering at tree level this is $\hbar^1$: one vertex gives $\hbar^{-1}$ and four waves give $\hbar^2$. Tree amplitudes are thus not independent of $\hbar$. A tree amplitude is a classical function of the waves divided by $\hbar$, as the action is in the phase $e^{iW_0/\hbar}$; the quantum normalization of the waves supplies the remaining $\hbar^{E/2}$. At fixed $E$, each loop costs one more $\hbar$.

## The same count in QED

For a particle of charge $Q$, the Dirac part of the action is

$$\int_x c\,\bar\psi\big[\gamma^\mu(i\hbar\partial_\mu-QA_\mu)-mc\big]\psi
=\int_x c\,\bar\chi\Big[\gamma^\mu(i\partial_\mu-qA_\mu)-\frac{mc}{\hbar}\Big]\chi,$$

where $\chi=\sqrt\hbar\,\psi$ and $q=Q/\hbar$. At fixed $q$ and $mc/\hbar$, $\hbar$ again only divides the action. The classical field $\chi$ is Grassmann-valued, meaning that its components anticommute.

Each QED vertex joins three lines. With $E$ external lines, $3V=2I+E$, where $I$ now counts internal lines. Combined with $L=I-V+1$, this gives $V=E+2L-2$. A loop therefore adds two factors of $q$ and one of $\hbar$, which appear in the dimensionless combination

$$\alpha=\frac{\hbar q^2}{4\pi\varepsilon_0c}.$$

For the elementary charge, $e/\hbar=1.519267\times10^{15}\ \mathrm{C/(J\,s)}$ and $\alpha=0.00729735$. At fixed $q$, $\alpha$ is proportional to $\hbar$. At fixed charge it is proportional to $1/\hbar$, so the statement "loops vanish as $\hbar\to0$" requires fixed classical wave parameters.

## A field with a single value

Now let the field be one number, and replace $i/\hbar$ by $1/\hbar$ and $S$ by $-s$:

$$Z(J)=\int_{-\infty}^{\infty}d\phi\;e^{-[s(\phi)-J\phi]/\hbar},\qquad s=\frac{\kappa}{2}\phi^2+\frac{g}{24}\phi^4,$$

with $W=\hbar\ln(Z/Z_{\rm free})$ and $Z_{\rm free}=\sqrt{2\pi\hbar/\kappa}$. A line is $\hbar/\kappa$, a vertex $-g/\hbar$ and a source $J/\hbar$, so the loop count is unchanged.

Two vertices and six sources have 11520 connected pairings, all of them trees. Their contribution to $W$ is

$$\frac{11520}{2!\,6!\,(4!)^2}\frac{g^2J^6}{\kappa^7}=\frac{g^2J^6}{72\,\kappa^7},$$

and differentiation gives $g^2J^5/(12\kappa^7)$ in the mean field.

The classical equation says the same. Write $\phi_c=(J/\kappa)y$ and $x=gJ^2/(6\kappa^3)$. Then $\kappa\phi_c+g\phi_c^3/6=J$ becomes

$$y=1-xy^3=1-x+3x^2-12x^3+\dots$$

The quadratic term is $3x^2J/\kappa=g^2J^5/(12\kappa^7)$, as required.

Choose $\kappa=2$, $g=1.2$ and $J=2$, with action and $\hbar$ measured in a common unit. Then $J/\kappa=1$ and $x=0.1$. The trees with zero to three vertices give

$$1-0.1+0.03-0.012=0.918,$$

while the classical root is $\phi_c=0.921699$. The iterates are $1$, $0.9$, $0.9271$, $0.920314$. The second iterate differs from the second partial sum, $0.93$, because it already contains some larger trees:

$$1-x(1-x)^3=1-x+3x^2-3x^3+x^4=0.9271 .$$

Its cubic coefficient is still $-3$ instead of $-12$, in line with the order counting above.

The tree series has a finite range. From $x=(1-y)/y^3$, the slope $dx/dy$ vanishes at $y=3/2$, where $x=-4/27$. This branch point sets the radius of convergence at $|x|=4/27\approx0.148$. For larger positive $x$ the classical root still exists, but the sum of trees no longer converges to it.

## The first quantum correction

Set $\phi=\phi_c+\sqrt\hbar\,u$. The linear term vanishes, and the exponent becomes

$$-\frac{s(\phi_c)-J\phi_c}{\hbar}-\frac{s''u^2}{2}-\sqrt\hbar\,\frac{g\phi_cu^3}{6}-\hbar\frac{gu^4}{24},\qquad s''=\kappa+\frac{g\phi_c^2}{2}=2.5097 .$$

The Gaussian average of $u^4$ is $3/s''^2$. To leading order the cubic term shifts the mean by

$$\sqrt\hbar\,\langle u\rangle=-\hbar\,\frac{g\phi_c}{6}\,\frac{3}{s''^2}=\hbar\phi_1,\qquad
\phi_1=-\frac{1.2\times0.921699}{2\times2.509717^2}=-0.087799 .$$

Direct integration gives the following means.

| $\hbar$ | $\bar\phi$ | $\bar\phi-\phi_c$ | $\bar\phi-\phi_c-\hbar\phi_1$ |
|---|---|---|---|
| 0.40 | 0.88872 | −0.03298 | 0.00214 |
| 0.20 | 0.90468 | −0.01702 | 0.000545 |
| 0.10 | 0.91306 | −0.00864 | 0.000137 |

The last column falls by about four when $\hbar$ is halved, as a two-loop remainder should; starting from $\hbar=0.01$, the ratio is 3.9989. For the oscillatory weight $e^{-i(s-J\phi)/\hbar}$, $\hbar$ is replaced by $-i\hbar$. The classical limit is the same, and the computed slope is $+0.087799\,i=-i\phi_1$.

## Photons and an electron line in the small model

Finally, take one photon variable $A$ and one Grassmann pair, with action $\kappa_AA^2/2+\bar\psi D\psi$, $D=M+qA$, and source terms $JA+\bar\eta\psi+\bar\psi\eta$. Shifting $\psi$ by $D^{-1}\eta$ and $\bar\psi$ by $\bar\eta D^{-1}$ gives

$$\int d\bar\psi\,d\psi\;e^{-(\bar\psi D\psi-\bar\eta\psi-\bar\psi\eta)/\hbar}
=\frac{D}{\hbar}\Big(1+\frac{\bar\eta\eta}{\hbar D}\Big)=\frac1\hbar\Big(D+\frac{\bar\eta\eta}{\hbar}\Big).$$

This is linear in $A$, so the Gaussian average over $A$ replaces $A$ by its mean $J/\kappa_A$. Since $(\bar\eta\eta)^2=0$, the logarithm ends after one term. Relative to the free, source-free integral,

$$W=\frac{J^2}{2\kappa_A}+\frac{\bar\eta\eta}{M+qJ/\kappa_A}+\hbar\ln\Big(1+\frac{qJ}{\kappa_AM}\Big).$$

The second term, expanded in $q$, is an electron line with photons attached: a sum of trees. The third is a closed electron loop and carries one $\hbar$. For $M=1$, $q=0.5$, $\kappa_A=2$ and $J=0.8$, we have $qJ/\kappa_A=0.2$. The line is $1/1.2=0.833333$, equal to the iterated classical solution, and the loop term is $\hbar\ln1.2=0.182322\,\hbar$. The electron line has no net loop correction in this model, because its loop diagrams cancel. At $J=0$ and order $q^2$, a photon emitted and reabsorbed by the line adds $\hbar q^2/(\kappa_AM^3)$, and a closed electron loop joined to the line by a photon subtracts the same amount. That cancellation is not claimed for full QED.

The numerical check covers the single-value field (diagram counts, tree series, one-loop shift, exact equation for the mean, $\hbar^{E-1}$ scaling of the four- and six-point functions), the oscillatory weight, the photon–electron model and a field on two coupled sites. The wave normalization of S-matrix amplitudes and the QED vertex count are derived above but not tested numerically.

## Computed results

```
lowest hbar power in hbar*(Z-1), to J^8: -3
lowest hbar power in W = hbar ln Z: 0
vertices 1, sources 4: loops 0, connected pairings 24
vertices 1, sources 2: loops 1, connected pairings 12
vertices 2, sources 6: loops 0, connected pairings 11520
vertices 2, sources 4: loops 1, connected pairings 4032
vertices 2, sources 2: loops 2, connected pairings 768
tree coefficients of g^n J^(2n+1), kappa=1: 1 -1/6 1/12 -1/18
kappa = 2.0, g = 1.2, J = 2.0 (dimensionless)
x = 0.1000, convergence limit 4/27 = 0.1481
trees with 0 vertices: +1.000000, partial sum 1.000000
trees with 1 vertices: -0.100000, partial sum 0.900000
trees with 2 vertices: +0.030000, partial sum 0.930000
trees with 3 vertices: -0.012000, partial sum 0.918000
iterate 0: 1.000000
iterate 1: 0.900000
iterate 2: 0.927100
iterate 3: 0.920314
iterate 4: 0.922051
classical root phi_c = 0.92169899
s''(phi_c) = 2.509717, W_0 = 0.957784
one-loop W_1: formula -0.113511, integral -0.113511
one-loop phi_1: formula -0.087799, integral -0.087799
hbar 0.40: mean 0.8887163, minus phi_c -0.0329827, minus one loop +2.14e-03
hbar 0.20: mean 0.9046837, minus phi_c -0.0170153, minus one loop +5.45e-04
hbar 0.10: mean 0.9130563, minus phi_c -0.0086427, minus one loop +1.37e-04
hbar 0.05: mean 0.9173435, minus phi_c -0.0043555, minus one loop +3.44e-05
remainder ratio when hbar 0.01 is halved: 3.9989
exact equation, hbar 0.3: classical part -0.062712, hbar part +0.062712
4-point function / hbar^3: integral -0.075000, trees -0.075000
6-point function / hbar^5: integral 0.112499, trees 0.112500
oscillatory slope: real 0.000000, imaginary +0.087799
two sites, K = [[2.0, -0.8], [-0.8, 1.5]], J = [1.0, 0.5], g = 1.2
two-site classical field: 0.733415, 0.682162
two-site one-loop slopes: -0.176543, -0.232370
QED model: M = 1.0, q = 0.5, kappa_A = 2.0, J = 0.8
iterated classical electron line: 0.83333333
hbar 0.5: electron line 0.83333333, loop part/hbar 0.18232156
hbar 0.1: electron line 0.83333333, loop part/hbar 0.18232156
etabar eta part of photon variable: -0.173611
e/hbar = 1.519267e+15 C/(J s)
alpha = hbar (e/hbar)^2/(4 pi eps0 c) = 0.00729735 (dimensionless)
```
